\section*{L3 to L2 Branching and the Ground-State Spin-Orbit Expectation Value}

A multiple-scattering calculation of the $L_3$ and $L_2$ absorption edges starts with a choice: compute one density of empty $d$ states and scale it by 2:1 for the two edges, or keep spin-orbit coupling in the valence Green function and compute the edges separately. The choice depends on how the empty states at each energy are divided between $d_{3/2}$ and $d_{5/2}$. Summed over the whole $d$ shell, the division is fixed by the ground-state expectation value of $\sum\mathbf l\cdot\mathbf s$ and the number of holes, and it determines the branching ratio of the integrated edges. The same relation, read backwards, turns a branching ratio into a ground-state quantity.

Let $I_3$ and $I_2$ be the intensities of $2p\to d$ absorption with a core hole of $j=3/2$ and $j=1/2$. Each is summed over three orthogonal polarizations, divided by the photon energy that multiplies the squared matrix element in the cross-section, and integrated over all $d$ holes. The $p\to s$ transitions and the continuum background have been removed. With $\mathbf l$ and $\mathbf s$ in units of $\hbar$, define
\begin{equation}
X=\Big\langle\sum_i\mathbf l_i\cdot\mathbf s_i\Big\rangle,\qquad r=-\frac{X}{n_h},
\end{equation}
where the sum runs over the $d$ electrons of the absorbing atom and $n_h$ is its number of $d$ holes. The relations to be derived are
\begin{equation}
B\equiv\frac{I_3}{I_3+I_2}=\frac23+\frac r3,\qquad
\frac{I_3}{I_2}=\frac{2+r}{1-r}.
\label{result}
\end{equation}
Thus it is the fraction $B$ that departs from its statistical value $2/3$ in strict proportion to the spin-orbit expectation value per hole. For the ratio itself,
\begin{equation}
\frac{I_3}{I_2}-2=\frac{2+r-2(1-r)}{1-r}=\frac{3r}{1-r}=3r+\frac{3r^2}{1-r},
\label{ratio}
\end{equation}
so proportionality holds to first order in $r$.

Assume that the $2p$ shell is full in the ground state $|g\rangle$, and that one radial dipole integral serves both edges and both $d$ subshells throughout the window. With its square removed from the intensities, the dipole operator is
\begin{equation}
D_q=\sum_{ab}r_q(a,b)\,d_a^\dagger p_b,\qquad q=-1,0,1.
\end{equation}
Here $a$ and $b$ label $d$ and $p$ spin-orbitals, and $r_q(a,b)$ is the matrix element of the component $C_q$ of the unit vector $\mathbf r/|\mathbf r|$. It is diagonal in spin.

Let $P_j$ project onto final states whose core hole has angular momentum $j$. If the final-state Hamiltonian does not mix the two values of $j$, each final state $|f\rangle$ belongs to one edge, and the states of that edge form a complete set in the range of $P_j$. Therefore
\begin{equation}
I_j=\sum_q\sum_{f\in j}|\langle f|D_q|g\rangle|^2
=\sum_q\langle g|D_q^\dagger P_jD_q|g\rangle .
\label{closure}
\end{equation}
Final-state energies have disappeared. Repulsion among the $d$ electrons, the crystal field, and any core-valence interaction that conserves $j$ may reshape an edge without changing its integral. The ground state need not be a single determinant.

Choose the core orbitals as $|j\mu\rangle$. Since the core was full, applying $P_j$ keeps exactly those terms of $D_q$ that remove an electron from level $j$. The square in (\ref{closure}) then contains
\begin{equation}
\langle p_{j\mu}^\dagger d_a d_{a'}^\dagger p_{j\mu'}\rangle
=\langle d_a d_{a'}^\dagger p_{j\mu}^\dagger p_{j\mu'}\rangle
=\delta_{\mu\mu'}\langle d_a d_{a'}^\dagger\rangle .
\end{equation}
Moving $p_{j\mu}^\dagger$ past two $d$ operators produces two minus signs, which cancel; the last step uses the full core. With the hole density matrix $(\rho_h)_{aa'}=\langle d_ad_{a'}^\dagger\rangle$,
\begin{equation}
I_j=\operatorname{Tr}(\rho_hM_j),\qquad
M_j=\sum_q r_q\Pi_j r_q^\dagger,
\label{trace}
\end{equation}
where $\Pi_j$ projects the one-electron $p$ space onto level $j$.

A rotation mixes the three $r_q$ by a unitary matrix, and this matrix drops out of the sum over $q$. Hence $M_j$ commutes with rotations of orbit and spin together. The $d$ shell contains $j=3/2$ once and $j=5/2$ once, so $M_j$ is a number on each subshell. Only these numbers are needed, and counting supplies them.

The components of a unit vector satisfy $\sum_qC_q^\dagger C_q=1$, so a $p$ spin-orbital has total angular strength 1, shared between $s$ and $d$ final states. An $s$ orbital also has total strength 1, all of it to the three $p$ orbitals of the same spin. By rotational symmetry each $p$ orbital accounts for $1/3$. This leaves strength $2/3$ from each $p$ spin-orbital into the $d$ shell. For one spin the total is $3\times2/3=2$, shared equally by five $d$ orbitals, so
\begin{equation}
M_{1/2}+M_{3/2}=\frac25 .
\label{total}
\end{equation}

The dipole operator changes $j$ by at most one, so $p_{1/2}$ does not reach $d_{5/2}$, and $M_{1/2}$ vanishes there. Its trace is the strength of two $p_{1/2}$ states, $2\times2/3=4/3$, and it is spread over four $d_{3/2}$ states. Its value on $d_{3/2}$ is therefore $1/3$. By (\ref{total}), $M_{3/2}$ is $2/5-1/3=1/15$ on $d_{3/2}$ and $2/5$ on $d_{5/2}$. If $n_{3/2}$ and $n_{5/2}$ are the numbers of holes in the two subshells,
\begin{equation}
I_2=\frac13n_{3/2},\qquad
I_3=\frac25n_{5/2}+\frac1{15}n_{3/2}.
\label{holes}
\end{equation}
The $L_2$ edge sees $d_{3/2}$ holes alone, while the $L_3$ edge gives a $d_{5/2}$ hole six times the weight of a $d_{3/2}$ hole.

To express the hole numbers through $X$, use
\begin{equation}
\mathbf l\cdot\mathbf s=\frac12\left[j(j+1)-l(l+1)-\frac34\right],
\end{equation}
which for $l=2$ equals $1$ on $d_{5/2}$ and $-3/2$ on $d_{3/2}$. The operator $\frac25(1-\mathbf l\cdot\mathbf s)$ is then 0 on $d_{5/2}$ and 1 on $d_{3/2}$: it is the $d_{3/2}$ projector. Consequently
\begin{equation}
M_{1/2}=\frac13\cdot\frac25(1-\mathbf l\cdot\mathbf s)
=\frac2{15}(1-\mathbf l\cdot\mathbf s).
\end{equation}
The trace of $\mathbf l\cdot\mathbf s$ over the full shell is $6\times1-4\times\frac32=0$. The electron and hole density matrices add to the unit matrix, so
\begin{equation}
\operatorname{Tr}(\rho_h\,\mathbf l\cdot\mathbf s)=-X=rn_h .
\label{holesum}
\end{equation}
Inserting this in (\ref{trace}) gives
\begin{align}
I_2&=\frac2{15}n_h(1-r),\qquad I_3+I_2=\frac25n_h,\\
B&=1-\frac{I_2}{I_3+I_2}=1-\frac{1-r}3=\frac{2+r}3 .
\end{align}
Since $I_3/I_2=B/(1-B)$ and $1-B=(1-r)/3$, both parts of (\ref{result}) follow.

The sign has a direct meaning. The valence spin-orbit energy is $\zeta_dX$ with $\zeta_d>0$. When electrons lower this energy by favouring $d_{3/2}$, the holes favour $d_{5/2}$, $X$ is negative, and $B$ exceeds $2/3$. If all holes are in $d_{5/2}$, then $r=1$ and the $L_2$ line vanishes. If all are in $d_{3/2}$, then $r=-3/2$, $B=1/6$ and $I_3/I_2=1/5$. No value of $r$ lies outside these two limits. The lower one can be reached only with at most four holes, the upper one only with at most six. Position in the shell matters too. A free ion with one $d_{3/2}$ electron has $X=-3/2$ and nine holes, so $r=1/6$ and the ratio is $13/5$. With one $d_{5/2}$ hole instead, $r=1$. Division by $n_h$ dilutes the effect in a nearly empty shell.

For data analysis the inverse relations are
\begin{equation}
r=3B-2=\frac{I_3/I_2-2}{I_3/I_2+1},\qquad X=-n_h(3B-2).
\end{equation}
The branching ratio gives $r$; a separate value of $n_h$ is needed to obtain $X$. At fixed $n_h$ an error $\delta B$ becomes $\delta X=-3n_h\,\delta B$. For five holes, an error of 0.01 in $B$ changes $X$ by 0.15 in magnitude.

The common radial integral is a real restriction. If the integrals of the two edges differ but each is the same for both $d$ subshells, the ratio in (\ref{result}) is multiplied by $\kappa=(R_{3/2}/R_{1/2})^2$, where $R_j$ belongs to core level $j$. Omitting the division by photon energy adds, for narrow edges, the factor $\omega_3/\omega_2$, the ratio of the edge energies. At $r=0$ the fraction becomes $B=2\kappa/(2\kappa+1)$, whose derivative at $\kappa=1$ is $2/9$. Near $r=0$, a small excess $\kappa-1=\epsilon$ therefore shifts $B$ by $2\epsilon/9$ and imitates a spin-orbit contribution $r=2\epsilon/3$. If the radial integral also differs between $d_{3/2}$ and $d_{5/2}$, the terms in (\ref{holes}) need separate weights, and no single factor repairs the rule.

In a multiple-scattering calculation with independent electrons, the hole density matrix is resolved in energy. The site-diagonal Green function $G$ gives $\rho(E)=i[G(E)-G(E)^\dagger]/2\pi$. This equals $-\operatorname{Im}G(E)/\pi$ element by element when the Hamiltonian is real and symmetric, which spin-orbit coupling at a site of low symmetry generally prevents; the trace of $\rho$ over a subshell is always $-1/\pi$ times the imaginary part of the trace of $G$ over it. Let $\rho_{3/2}$ and $\rho_{5/2}$ be its traces over the two subshells. When the edges are aligned on the energy $E$ of the excited electron and share the same potential, the argument leading to (\ref{holes}) gives, above the Fermi level,
\begin{equation}
\mu_2(E)=\frac13\rho_{3/2}(E),\qquad
\mu_3(E)=\frac25\rho_{5/2}(E)+\frac1{15}\rho_{3/2}(E).
\end{equation}
Scaling one edge by two is justified at energy $E$ if $\operatorname{Tr}[\rho(E)\,\mathbf l\cdot\mathbf s]=0$. If the radial factor is constant in energy, a vanishing integral of this trace fixes the total branching ratio at 2:1 but not the two line shapes. A radial factor common to the three allowed channels cancels from $\mu_3/\mu_2$ at each energy, although its variation with energy reweights the integrated intensities. The energy-resolved fraction was tested at three energies with the Green function of a random real symmetric Hamiltonian.

An upper cutoff needs care. If the window contains $n_w$ holes whose sum of $\mathbf l\cdot\mathbf s$ is $X_w$, then
\begin{equation}
B_w=\frac23+\frac{X_w}{3n_w}.
\label{window}
\end{equation}
The replacement $X_w=-X$ rests on (\ref{holesum}), hence on the trace over the whole shell. It fails in general when part of the $d$ shell lies above the cutoff.

Now consider an ion with five $d$ electrons in a cubic field. The model parameters are a cubic splitting of 3.0 eV, $\zeta_d=0.4$ eV, and $d$-$d$ Slater integrals $F^2=2.5$ eV and $F^4=1.5$ eV. A magnetic field term of 0.001 eV selects one member of the ground doublet. The model omits ligand orbitals and continuum states. Its complete $d^5$ space has 252 states, and diagonalization gives $X=-2.560$. With five holes,
\begin{align}
r&=\frac{2.560}{5}=0.512,\\
B&=\frac{2+0.512}{3}=0.837,\qquad
\frac{I_3}{I_2}=\frac{2.512}{0.488}=5.15 .
\end{align}
The intensities obtained directly from the excited wave functions are $I_3=1.675$ and $I_2=0.325$. Their sum is $2.000=(2/5)\times5$, and their ratio is again 5.15. The hole counts are 0.976 in $d_{3/2}$ and 4.024 in $d_{5/2}$, so (\ref{holes}) gives $I_2=0.976/3=0.325$.

The first-order expression $2+3r$ would give 3.54 instead of 5.15. Used in reverse on the ratio 5.15, it would give $r=1.05$, beyond the upper bound. For a departure this large, the exact relation between the ratio and $r$ is needed.

Proportionality to $X$ is not proportionality to $\zeta_d$. When $\zeta_d$ rises eightfold, from 0.1 to 0.8 eV, $-X$ rises from 1.52 to 3.45, a factor of 2.3. The independent-electron version of the model shows where $X$ comes from. Five electrons leave one hole in the $t_{2g}$ levels and four in the $e_g$ levels. Spin-orbit coupling splits the $t_{2g}$ levels into a lower fourfold and an upper twofold level, and the hole is in the latter. In a cubic field $d_{3/2}$ remains an irreducible fourfold set, whereas $d_{5/2}$ splits into a twofold and a fourfold set. The twofold level must therefore be pure $d_{5/2}$, with $\mathbf l\cdot\mathbf s=1$ for any nonzero $\zeta_d$. At $\zeta_d=0.4$ eV the calculation gives $X=-2.39$ for all occupied electrons, so the four $e_g$ holes contribute $2.39-1=1.39$. Their contribution arises because spin-orbit coupling mixes the $e_g$ levels with the fourfold $t_{2g}$ level.

A window containing the $t_{2g}$ hole alone has $n_w=1$ and $X_w=1$. Equation (\ref{window}) gives $B_w=1$: the $L_2$ intensity is zero in that window. Using the occupied-electron value $X=-2.39$ there would give $2/3+2.39/3=1.46$, which is impossible for a fraction. The $e_g$ holes outside the window are the missing part of the trace.

The sum over polarizations also matters. For the selected ground state, the components $q=-1,0,1$ taken separately give $B=0.824$, 0.837 and 0.848. Here the magnetic moment makes the two circular components unequal. Without a moment, a crystal field of lower than cubic symmetry can still separate $q=0$ from $q=\pm1$. In either case a single-polarization spectrum retains parts of $\rho_h$ other than $n_h$ and $X$. Summing over $q$ removes them for any ground state. This was tested on random correlated $d^5$ states as well as on the eigenstates.

It remains to say when core-valence multiplets are negligible. Removing a $p_{1/2}$ electron costs more energy than removing a $p_{3/2}$ electron. Since $\mathbf l\cdot\mathbf s$ is $-1$ and $1/2$ on these levels, the edge splitting is $\Delta=3\zeta_p/2$, with $\zeta_p$ the core spin-orbit constant. Let $V$ be the core-valence interaction, and let $|u\rangle$ and $|v\rangle$ be unperturbed final states of the $L_2$ and $L_3$ edges. If the width of each edge and the matrix elements of $V$ between the edges are small compared with $\Delta$, first-order perturbation theory gives
\begin{equation}
|u'\rangle=|u\rangle+\sum_v|v\rangle\frac{\langle v|V|u\rangle}{E_u-E_v}
\simeq |u\rangle+\frac1\Delta P_{3/2}V|u\rangle .
\end{equation}
Mixing within an edge is omitted because it does not change the projector. Summing $|u'\rangle\langle u'|$ over the upper edge yields
\begin{equation}
P'_{1/2}=P_{1/2}+\frac1\Delta\left(P_{3/2}VP_{1/2}+P_{1/2}VP_{3/2}\right).
\end{equation}
The total intensity is unchanged by completeness, so a gain at $L_2$ is a loss at $L_3$. The two terms in brackets are Hermitian conjugates, so their expectation values are complex conjugates and add up to twice the real part of either. Writing $|D_q\rangle=D_q|g\rangle$,
\begin{equation}
\delta B=-\frac{2K}{\Delta},\qquad
K=\frac{\operatorname{Re}\sum_q\langle D_q|P_{1/2}VP_{3/2}|D_q\rangle}{I_3+I_2}.
\label{correction}
\end{equation}
The rule for $B$ thus requires $|2K/\Delta|$ to be small compared with $|r|/3$. This condition is of first order only: when $V$ is not small compared with $\Delta$, higher orders shift $B$ even if $K$ vanishes. A large core splitting alone is not enough if the spin-orbit signal is itself tiny.

For the $d^5$ ion, take $p$-$d$ Slater integrals $F^2=1.0$, $G^1=0.8$ and $G^3=0.5$ eV. Without this interaction, diagonalizing all 1260 final states reproduces $B=0.83736$, as (\ref{closure}) demands. With it, $K=0.0663$ eV. At a core splitting of 75 eV, (\ref{correction}) predicts $-2\times0.0663/75=-0.00177$, and full diagonalization gives $-0.00176$. At 1500 eV both give $-0.000088$. In this model the correction is far below the spin-orbit departure $r/3=0.171$.

An empty $d$ shell shows the opposite situation. Here $X=0$ and $r=0$, so the rule predicts 2:1. With the same $p$-$d$ integrals, no crystal field or valence spin-orbit coupling, and a core splitting of 7.5 eV, diagonalization gives $B=0.619$ and $I_3/I_2=1.63$. Reading this as a spin-orbit signal would give $r=3(0.619)-2=-0.14$, although the true value is zero. These $p$-$d$ integrals are several times smaller than those of a $3d$ ion, where core splittings of this size occur; with $F^2=5.04$, $G^1=3.70$ and $G^3=2.11$ eV the same model gives $I_3/I_2=0.79$.

The $G^1$ exchange term explains the sign. Apart from a constant, it contributes $G^1\sum_qD_qD_q^\dagger$ to $V$: the electron and core hole annihilate in one dipole transition and are recreated in another. For the empty shell the total strength is $6\times2/3=4$, or $4/3$ for each $q$, divided 1:2 between $L_2$ and $L_3$. Rotational symmetry makes different $q$ orthogonal within each edge, so this term gives
\begin{equation}
K_{G^1}=G^1\,\frac43\cdot\frac13\cdot\frac23=\frac8{27}G^1=0.237\ \text{eV}.
\end{equation}
Its first-order shift is $-2\times0.237/7.5=-0.063$. The repulsive exchange moves dipole strength towards the upper edge, $L_2$. The full shift is $0.6194-0.6667=-0.0473$; the $F^2$ term adds $K_{F^2}=-F^2/15=-0.067$ eV, which brings the first-order shift to $-0.045$, and the small remainder is of higher order. The $G^3$ exchange term does not contribute: it acts only on electron-hole states of total angular momentum 3, whereas dipole absorption by the empty shell reaches only states of angular momentum 1. The sign found here is not general. For a high-spin $d^5$ ion (cubic splitting 0.8 eV, $\zeta_d=0.04$ eV, $d$-$d$ integrals 8.25 and 5.13 eV, averaged over the six lowest states) with $p$-$d$ integrals 1.0, 0.8 and 0.5 eV, the $F^2$ and $G^3$ terms outweigh $G^1$, $K=-0.069$ eV, and $B$ is shifted upward. The numerical output gives the remaining values of $\zeta_d$ and the core splitting.

\section*{Values computed for the example and the checks}
\begin{verbatim}
strength per d3/2 hole: L2 0.333333, L3 0.066667
strength per d5/2 hole: L2 0.000000, L3 0.400000
cubic splitting 3.0 eV, zeta_d 0.4 eV, field 0.001 eV
d-d F2 2.5 eV, F4 1.5 eV
p-d F2 1.0 eV, G1 0.8 eV, G3 0.5 eV
states: initial 252, final 1260; d holes 5
zeta_d (eV), X (hbar^2), r, B, I3/I2, first-order 2+3r:
  0.1  -1.52150  0.30430  0.76810  3.3122  2.9129
  0.2  -1.90755  0.38151  0.79384  3.8505  3.1445
  0.4  -2.56046  0.51209  0.83736  5.1487  3.5363
  0.8  -3.44773  0.68955  0.89652  8.6633  4.0686
main case zeta_d = 0.4 eV:
  holes in d3/2 0.97581, in d5/2 4.02419
  I3 1.67473, I2 0.32527 (squared radial integral)
  spin-orbit energy zeta_d*X -1.02419 eV
  B for q=-1, 0, +1 alone: 0.82416, 0.83744, 0.84792
B from full diagonalization, no p-d interaction: 0.83736
mixing element per unit intensity 0.06634 eV
core splitting (eV), gap (eV), B, B shift, first-order shift:
  1500  1486.3  0.83728  -0.000088  -0.000088
  300  286.3  0.83692  -0.000442  -0.000442
  75  61.3  0.83561  -0.001759  -0.001769
independent electrons: X -2.39046 hbar^2, r 0.47809
t2g hole alone: l.s 1.00000 hbar^2, B 1.00000
same window, misuse of occupied-state X: B 1.46349
empty d shell, core splitting 7.5 eV:
  no p-d interaction: B 0.66667, I3/I2 2.0000
  with p-d interaction: B 0.61940, I3/I2 1.6274
\end{verbatim}
